# Saturation Drain Voltage of a Velocity-Saturated MOSFET

An n-channel MOSFET is held on by a fixed gate voltage while its drain voltage is raised from zero. At first the current grows almost in proportion to the drain voltage, then it bends over and nearly levels off. In a long channel, levelling comes when the drain voltage has removed the mobile charge at the drain end. In a short channel the field is higher, and the electrons may reach their limiting speed while plenty of charge remains. At what drain voltage does this happen?

### Charge, field and velocity

Let \(x\) run from the source at \(x=0\) to the drain at \(x=L\), and let \(V(x)\) be the channel potential relative to the source, so that \(V(0)=0\) and \(V(L)=V_D\). Electrons carry negative charge, but we use positive magnitudes for charge, field, speed and current. The field along the channel is then \(E=dV/dx\).

In strong inversion the gate overdrive \(V_{GT}=V_G-V_T\), the gate voltage less the threshold voltage, sets the mobile charge at the source. Farther along, the channel potential reduces the voltage across the oxide. With oxide capacitance \(C\) per unit area, the mobile charge per unit area is

\[
Q(V)=C\,(V_{GT}-V). \tag{1}
\]

This uses the gradual-channel approximation: the field along the channel varies slowly enough for the gate alone to fix the local charge. It also treats the depletion charge beneath the channel as uniform, a restriction relaxed below. Diffusion and series resistance are left out for now.

In a channel of width \(W\), a sheet of charge \(Q\) moving at speed \(v\) carries the current

\[
I=W C\,(V_{GT}-V)\,v(E). \tag{2}
\]

In steady state \(I\) is the same at every \(x\). The charge falls towards the drain, so the speed must rise.

For the speed we take the piecewise law

\[
v(E)=
\begin{cases}
\dfrac{\mu E}{1+E/E_c}, & E<E_c,\\[2mm]
v_{sat}, & E\ge E_c,
\end{cases} \tag{3}
\]

where \(\mu\) is the low-field mobility, taken as constant along the channel. As \(E\) approaches \(E_c\) from below, the first line tends to \(\mu E_c/2\). Continuity of the speed therefore requires

\[
v_{sat}=\frac{\mu E_c}{2},\qquad E_c=\frac{2v_{sat}}{\mu}. \tag{4}
\]

The factor of two is part of the definition of the critical field used here. The speed is continuous at \(E_c\), but its slope is not: below \(E_c\) the derivative is \(\mu/(1+E/E_c)^2\), which tends to \(\mu/4\), while above \(E_c\) it is zero.

### Current before saturation

Suppose that \(E<E_c\) throughout the channel. Insert the first line of (3) into (2) and multiply by \(1+E/E_c\):

\[
I\left(1+\frac{1}{E_c}\frac{dV}{dx}\right)
=W\mu C\,(V_{GT}-V)\frac{dV}{dx}. \tag{5}
\]

Now integrate from source to drain. Since \(I\) does not depend on \(x\), the left side gives \(I(L+V_D/E_c)\). On the right, \((dV/dx)\,dx=dV\), so

\[
I\left(L+\frac{V_D}{E_c}\right)
=W\mu C\int_0^{V_D}(V_{GT}-V)\,dV
=W\mu C\left(V_{GT}V_D-\frac{V_D^2}{2}\right). \tag{6}
\]

It is convenient to define the voltage \(a=E_cL\), which is the drop the channel would have if the field were \(E_c\) everywhere. Dividing (6) by \(L(1+V_D/a)\) gives

\[
I=\frac{W\mu C}{L}\,
\frac{V_{GT}V_D-V_D^2/2}{1+V_D/a}. \tag{7}
\]

The numerator is the constant-mobility result. The denominator reduces it because the average field, \(V_D/L\), is no longer small compared with \(E_c\).

### Matching at the drain

The speed is highest at the drain end, so saturation begins there. At the onset, (2) evaluated at \(x=L\) with \(v=v_{sat}\) reads

\[
I=W C\,(V_{GT}-V_D)\,v_{sat}
=W C\,(V_{GT}-V_D)\,\frac{\mu E_c}{2}. \tag{8}
\]

The same current must satisfy (7). Equate the two, cancel \(W\mu C\), and multiply by \(2L\), using \(E_cL=a\):

\[
\frac{2V_{GT}V_D-V_D^2}{1+V_D/a}=a\,(V_{GT}-V_D). \tag{9}
\]

Multiplying by \(1+V_D/a\) turns the factor \(a\) on the right into \(a+V_D\):

\[
2V_{GT}V_D-V_D^2=(V_{GT}-V_D)(a+V_D)
=aV_{GT}+V_{GT}V_D-aV_D-V_D^2. \tag{10}
\]

The squares cancel. Collecting the terms in \(V_D\) on the left leaves \(V_D(V_{GT}+a)=aV_{GT}\), a linear equation with one root:

\[
\boxed{V_{Dsat}=\frac{V_{GT}\,E_cL}{V_{GT}+E_cL}}. \tag{11}
\]

Equivalently, \(1/V_{Dsat}=1/V_{GT}+1/(E_cL)\). The saturation voltage is smaller than both the overdrive and \(E_cL\), and the smaller of these two has the greater influence.

### Why the current stops rising

Matching finds the voltage at which the drain-end speed reaches \(v_{sat}\). To see that this is also where the solution (7) ends, divide (7) by \(WC(V_{GT}-V_D)\) to find the drain speed it requires. Using (4),

\[
\frac{v(L)}{v_{sat}}
=\frac{V_D(2V_{GT}-V_D)}{(V_{GT}-V_D)(a+V_D)}. \tag{12}
\]

For \(V_D<V_{GT}\) the denominator is positive. The ratio is below one when the numerator is less than the denominator, and by the expansion in (10) this means \(V_D(V_{GT}+a)<aV_{GT}\), or \(V_D<V_{Dsat}\). Above \(V_{Dsat}\), (7) demands an impossible speed.

Could part of the channel instead sit in the saturated branch, \(E\ge E_c\)? There \(v=v_{sat}\), and (2) with constant \(I\) forces \(V\) to be constant. A constant potential means \(E=0\), which contradicts \(E\ge E_c\). Hence no gradual-channel solution exists for \(V_{Dsat}<V_D<V_{GT}\). At \(V_D\ge V_{GT}\), (1) leaves no mobile charge at the drain to carry the current, so there is none there either.

What fails is the gradual approximation. The excess voltage \(V_D-V_{Dsat}\) drops in a region near the drain where the field along the channel changes rapidly and helps to determine the charge. If the length of this region is neglected, the rest of the channel still has length \(L\) and end voltage \(V_{Dsat}\), so its current stays fixed. That neglect is what makes the ideal saturated current flat.

### Saturation current and limits

From (11), the voltage that measures the remaining charge at the drain is

\[
V_{GT}-V_{Dsat}
=\frac{V_{GT}(V_{GT}+a)-aV_{GT}}{V_{GT}+a}
=\frac{V_{GT}^2}{V_{GT}+a}. \tag{13}
\]

Equation (8) then gives

\[
I_{Dsat}=W C v_{sat}\,\frac{V_{GT}^2}{V_{GT}+E_cL}. \tag{14}
\]

In the long-channel limit, \(E_cL\gg V_{GT}\), the saturation voltage tends to \(V_{GT}\) and the charge at the drain tends to zero. The current becomes \(WCv_{sat}V_{GT}^2/(E_cL)\), which by (4) is \(W\mu CV_{GT}^2/(2L)\). The saturation velocity has dropped out, and the square law of the constant-mobility transistor returns.

In the opposite limit, \(E_cL\ll V_{GT}\), the saturation voltage tends to \(E_cL\) and the current to \(WCv_{sat}V_{GT}\). Nearly all the source charge survives to the drain and moves close to its limiting speed. Within this model the current is then linear in overdrive and independent of length.

### A silicon example

Take rough typical values for a silicon transistor of the quarter-micrometre generation: \(L=250\) nm, \(W=1\) μm, an oxide 5 nm thick, \(\mu=250\) cm²/Vs and \(v_{sat}=8\times10^6\) cm/s. The overdrive is 2.0 V and the supply 2.5 V. From (4),

\[
E_c=\frac{2(8\times10^6\ \text{cm/s})}{250\ \text{cm}^2/\text{Vs}}
=6.4\times10^4\ \text{V/cm}=0.064\ \text{MV/cm}.
\]

Multiplying by \(L=2.5\times10^{-5}\) cm gives \(E_cL=1.6\) V, close to the overdrive, so neither limit applies. Equation (11) gives

\[
V_{Dsat}=\frac{2.0\times1.6}{2.0+1.6}\ \text{V}=0.889\ \text{V}.
\]

The oxide capacitance is 0.6906 μF/cm², so \(WCv_{sat}=552.5\) μA/V. The voltage in (13) is \(4/3.6=1.111\) V, and the saturation current is \(552.5\times1.111=614\) μA. More than half of the source charge is still present at the drain when the current saturates.

The onset can also be found without (7) or (11). Choose a trial \(V_D\), set the drain speed to \(v_{sat}\), invert (3) numerically for the field at each potential, and integrate \(dx=dV/E\) to find the channel length required. Adjusting \(V_D\) until this length equals 250 nm gives 0.8889 V, in agreement with the formula. With all other parameters fixed, \(L=50\) nm gives 0.2759 V and \(L=5000\) nm gives 1.8824 V, again in agreement. The first is near its \(E_cL=0.32\) V, the second near the overdrive.

The same construction shows the end of the solution. At \(0.9V_{Dsat}\), a channel with saturated carriers at the drain would be 208 nm long. The actual channel is longer, so its current is smaller and its carriers are still below \(v_{sat}\). At \(1.1V_{Dsat}\) the required length is 299 nm. A smaller current would lower the field at each potential and need a still longer channel, while a larger one would need a drain speed above \(v_{sat}\). Neither fits into 250 nm. Equation (12) tells the same story: at this voltage it asks for \(8.97\times10^6\) cm/s.

### The kink at the onset

The onset is not the maximum of (7). Write \(K=W\mu C/L\), \(N=V_{GT}V_D-V_D^2/2\) and \(D=1+V_D/a\), so that \(I=KN/D\). The quotient rule gives

\[
\frac{dI}{dV_D}=K\left[\frac{V_{GT}-V_D}{D}-\frac{N}{aD^2}\right]. \tag{15}
\]

At \(V_{Dsat}\), (9) says that \(N/(aD)=(V_{GT}-V_D)/2\). The second term is therefore half the first. With (13) and \(D=(2V_{GT}+a)/(V_{GT}+a)\),

\[
\left.\frac{dI}{dV_D}\right|_{V_{Dsat}^-}
=\frac{K(V_{GT}-V_{Dsat})}{2D}
=\frac{W\mu C}{L}\,\frac{V_{GT}^2}{2(2V_{GT}+E_cL)}. \tag{16}
\]

This is positive: 247 μA/V in the example. Just above onset the ideal slope is zero, so the characteristic has a kink. Continuing (7) up to its maximum would overestimate both the saturation voltage and the current.

### What a different velocity law changes

Consider the smooth law \(v=\mu E/(1+E/E_1)\) without a cut-off. Its speed tends to \(\mu E_1\) at infinite field, so the same limiting speed now requires \(E_1=v_{sat}/\mu\), half of \(E_c\). The integration leading to (7) is unchanged except that \(a\) becomes \(b=E_1L\). With no cut-off, the current rises to the maximum of that formula. Setting (15) to zero and multiplying by \(bD^2/K\) gives

\[
(V_{GT}-V_D)(b+V_D)-V_{GT}V_D+\frac{V_D^2}{2}=0,
\]

which simplifies to \(V_D^2+2bV_D-2bV_{GT}=0\). The positive root is

\[
V_D=E_1L\left[\sqrt{1+\frac{2V_{GT}}{E_1L}}-1\right]. \tag{17}
\]

At this maximum \(N/D=b(V_{GT}-V_D)\), so the current is \(WCv_{sat}(V_{GT}-V_D)\): the drain speed has reached its limit, which for this law takes an infinite field. With the same \(\mu\) and \(v_{sat}\), \(E_1L=0.8\) V and (17) gives 1.16 V, against 0.889 V from (11). The current is \(552.5\times0.840=464\) μA. Putting \(E_1\) in place of \(E_c\) in (11) would give 0.57 V, which belongs to neither model.

A law with a sharper bend is \(v=\mu E/\sqrt{1+(\mu E/v_{sat})^2}\). It gives \(1/E=\mu\sqrt{1/v^2-1/v_{sat}^2}\). When the drain speed reaches its limit, (2) fixes \(v=v_{sat}(V_{GT}-V_D)/(V_{GT}-V)\), and integrating \(dV/E\) gives

\[
L=\frac{\mu}{v_{sat}(V_{GT}-V_D)}
\int_0^{V_D}\!\sqrt{(V_{GT}-V)^2-(V_{GT}-V_D)^2}\;dV. \tag{18}
\]

For the example the solution is 0.871 V with 624 μA. Relative to the piecewise model, the voltage is 2% lower and the current 2% higher. At the saturation point of this example the piecewise law is a good stand-in for the sharper curve, but not for the gentler one. Below saturation the match is looser: at half the saturation voltage in (11), the sharper law gives about 12% more current than the piecewise one.

### Depletion charge that varies along the channel

The channel potential also widens the depletion layer near the drain. More of the gate's charge is then balanced by fixed acceptors, and less by mobile electrons. To first order in \(V\), the mobile charge becomes \(C(V_{GT}-mV)\), where \(m=1+C_{dep}/C\) and \(C_{dep}\) is the depletion capacitance per unit area at the source.

The integral in (6) now gives \(V_{GT}V_D-mV_D^2/2\), and the drain charge in (8) becomes \(C(V_{GT}-mV_D)\). Matching as before,

\[
2V_{GT}V_D-mV_D^2=(V_{GT}-mV_D)(a+V_D)
=aV_{GT}+V_{GT}V_D-maV_D-mV_D^2.
\]

The squares cancel again, leaving

\[
V_{Dsat}=\frac{V_{GT}E_cL}{V_{GT}+mE_cL}. \tag{19}
\]

For a rough acceptor density of \(3\times10^{17}\) cm⁻³, \(m=1.242\) and (19) gives 0.803 V. Keeping the full square-root dependence of the depletion charge on potential gives 0.817 V, 8% below the simple value. The linear form goes slightly too far because the depletion charge grows more slowly than its tangent at the source.

### The model beside a real transistor

The dimensions, mobility and voltages above are rough values for this generation, and a current of several hundred microamperes per micrometre of width is the right size for such devices. The flat saturated current is the assumption that fails most visibly. A simple estimate lets the excess voltage near the drain grow as \(\ell E_c\sinh(y/\ell)\), where \(y\) is the distance from the point of saturation and \(\ell=\sqrt{\epsilon_{Si}t_{ox}x_j/\epsilon_{ox}}\). Here \(t_{ox}\) is the oxide thickness and \(x_j\) the junction depth, roughly 70 nm, so \(\ell=32\) nm. At the 2.5 V supply, with \(V_{Dsat}\) recalculated for the shortened channel, this region occupies 93 nm and the current rises from 614 to 736 μA, or 20%. These figures depend on \(\ell\), which is only roughly known: a larger \(\ell\) gives a longer region and a greater rise in current. At the onset there is no excess voltage and the region has zero length, so this estimate adds no correction to (11). The gradual approximation is still not exact there. With the same \(\ell\), the charge supported by the changing lateral field at the drain end is about \(2(\ell E_c)^2/(V_{GT}-V_{Dsat})^2\), or 7%, of the charge set by the gate, so (11) underestimates the onset by a few per cent from this source, and by more if \(\ell\) is larger. Series resistance acts the other way on the current: a rough 200 Ω on each side lowers it to 564 μA. It also raises the saturation voltage seen at the terminals to 1.09 V, because the drops in both resistances are added to the internal value.

Temperature matters through \(E_c\). At 358 K, with the overdrive held fixed, a mobility falling as \(T^{-3/2}\) and a weaker fall of \(v_{sat}\) raise \(V_{Dsat}\) to 0.99 V. At the high vertical field in this channel, surface roughness makes the mobility fall more slowly with temperature; a fall as \(T^{-1}\) would give 0.95 V. Other corrections are smaller. The electrons at the source are moderately degenerate. If one subband held them all, the Fermi level would lie about \(2k_BT\) above its edge and diffusion would be about 3 to 4% of drift along the channel; sharing the electrons among several subbands lowers the Fermi level. An inversion layer centred 1.2 nm below the oxide, a rough value on the low side, lowers the capacitance by 7%, and a deeper one lowers it further. At fixed overdrive this reduces the current in proportion but, as long as the depth is taken to be the same along the channel, leaves (11) unchanged, since \(C\) cancelled in the matching.

The peak drain field in the estimate above is 0.57 MV/cm. An ionisation rate taken from the local field gives about 0.09 electron–hole pairs per electron at full supply. This estimate ignores the distance an electron needs to gain energy, which matters in so short a region. The figure is therefore probably too high. It also depends strongly on \(\ell\): a larger \(\ell\) lowers the peak field, and doubling \(\ell\) cuts the ionisation about fourfold. It does not settle how strong impact ionisation is. The oxide field, 4.9 MV/cm, is about half the rough breakdown field of silicon dioxide, and the gate tunnelling density is roughly \(10^{-12}\) A/cm². That figure uses the full barrier height, ignoring the confinement energy of the electrons, and it depends steeply on the oxide effective mass. It may be low by several orders of magnitude, but over the area of this gate it gives a current far too small to matter beside the channel current. These corrections were estimated separately and should not simply be added.

Some assumptions have not been sized. Among them are a mobility that is constant along the channel and a threshold voltage that does not depend on the drain voltage. Another is that the speed follows the local field at once. Electrons crossing a very short high-field region may not have time to settle to the steady speed in (3). The 50 nm result above therefore illustrates the short-channel limit of the model and is not a prediction for a real 50 nm transistor. Apart from the 7% lateral-field estimate, whose formula is given above, the inputs and formulas behind the estimates in this section are in the numerical check, and the results are in its output.

## Computed values

```
Channel length L: 250 nm
Channel width W: 1 um
Oxide thickness: 5 nm
Gate overdrive VGT: 2 V
Supply voltage: 2.5 V
Mobility: 250 cm2/Vs
Saturation velocity: 8.00e+06 cm/s
Oxide capacitance: 0.6906 uF/cm2
Critical field Ec: 0.064 MV/cm
Ec*L: 1.6 V
VDsat, formula: 0.8889 V
Channel current at VDsat: 613.9 uA
Drain-end current at VDsat: 613.9 uA
L = 50 nm: VDsat profile 0.2759 V, formula 0.2759 V
L = 250 nm: VDsat profile 0.8889 V, formula 0.8889 V
L = 5000 nm: VDsat profile 1.8824 V, formula 1.8824 V
Length needed at 0.9 VDsat: 208.3 nm
Length needed at 1.1 VDsat: 298.9 nm
Drain speed required at 1.1 VDsat: 8.972e+06 cm/s
Current at VDsat/2, profile: 427.1 uA
Current at VDsat/2, formula: 427.1 uA
Slope below kink, profile: 246.6 uA/V
Slope below kink, formula: 246.7 uA/V
Smooth law, E1*L: 0.8 V
Smooth law, voltage of current maximum: 1.1596 V
Sharper law, saturation voltage: 0.8711 V
Sharper law, saturation current: 623.7 uA
Acceptor density (rough): 3.0e+17 cm^-3
Body factor m: 1.242 (no unit)
VDsat with body factor: 0.803 V
VDsat with full depletion charge: 0.817 V
Series resistance per side (rough): 200 ohm
Saturation current with resistance: 564 uA
Terminal VDsat with resistance: 1.092 V
Junction depth (rough): 70 nm
Drain-region decay length: 32.4 nm
Channel shortening at supply voltage: 93.2 nm
Current with channel shortening: 736 uA
Peak drain field: 0.57 MV/cm
Ionisation per electron, local estimate: 0.09 pairs
Source sheet density: 8.62e+12 cm^-2
Fermi level above one subband: 2 kT
Diffusion/drift estimate: 4 %
Inversion-layer depth (rough): 1.2 nm
Capacitance loss from that depth: 7.4 %
Hot operating temperature: 358 K
VDsat when hot, same overdrive: 0.993 V
Oxide field at source: 4.9 MV/cm
Gate tunnelling density, rough: 1e-12 A/cm2
```
